# Lattice relaxation and the correlation energy of a linearly coupled trap

A calculation of the charge states of a trap in a nitride charge-storage layer must settle whether the total energies for zero, one and two trapped electrons may be taken at one common geometry, or whether the atoms must be relaxed separately for each occupation. The choice can change the sign of the answer. With a common geometry, a repulsive trap fills one electron at a time. With separate relaxation, the same trap may have no range of chemical potential in which a single electron is its ground state. For linear coupling to one harmonic coordinate, the difference between the correlation energies of the two procedures is a single term, the coupling squared over the spring constant.

## Model and assumptions

Hartree atomic units are used, so $\hbar=1$. One localized orbital holds $n=n_\uparrow+n_\downarrow$ electrons, with $n=0,1,2$. It is coupled to a coordinate $Q$ with momentum $P$ and mass $M$:

$$
H=\varepsilon n+Un_\uparrow n_\downarrow-gnQ+\frac{K Q^2}{2}+\frac{P^2}{2M}.
$$

Here $\varepsilon$ is the level energy at $Q=0$, measured from the band edge, and $U$ is the repulsion of two electrons at fixed $Q$. The origin $Q=0$ is the equilibrium position of the empty trap. The assumptions are as follows.

1. Each electron exerts the same force $g$ on $Q$, whether or not the other is present.
2. The spring constant $K>0$ and the mass $M$ do not depend on $n$.
3. No term in $H$ moves electrons into or out of the orbital. Exchange with a reservoir serves to establish equilibrium, but is too weak to alter the energies.

Let $E_n$ be the lowest eigenvalue of $H$ at occupation $n$. The relaxed correlation energy is

$$
U_{\rm eff}=E_0+E_2-2E_1 .
$$

This is the energy needed to turn two distant, identical, singly occupied traps into one empty and one doubly occupied trap. If the electrons come from a reservoir with chemical potential $\mu$, each $E_n$ is replaced by $E_n-\mu n$. The added terms are $0-2\mu+2\mu=0$, so $U_{\rm eff}$ does not depend on $\mu$.

**Theorem.** Under assumptions 1 to 3,

$$
U_{\rm eff}=U-\frac{g^2}{K}.
$$

## Two lemmas

Let $V_n(Q)$ be the energy at fixed $Q$, without the kinetic energy of the coordinate. Since $n_\uparrow n_\downarrow$ is 1 for $n=2$ and 0 otherwise,

$$
V_n(Q)=\varepsilon n+U\delta_{n2}-gnQ+\frac{KQ^2}{2}.
$$

**Lemma 1.** At any common geometry, the correlation energy is $U$.

*Proof.* Insert the three occupations:

$$
\begin{aligned}
V_0+V_2-2V_1
&=\frac{KQ^2}{2}+\left(2\varepsilon+U-2gQ+\frac{KQ^2}{2}\right)\\
&\quad-2\left(\varepsilon-gQ+\frac{KQ^2}{2}\right)=U .
\end{aligned}
$$

The level energies, the coupling terms and the spring energies cancel separately. ∎

A better choice of common geometry therefore cannot reproduce the effect of relaxation on the correlation energy in this model: it shifts the two levels together and leaves their spacing at $U$. The reduction arises because the three states have different equilibrium geometries.

**Lemma 2.** At occupation $n$ the eigenvalues of $H$ are

$$
E_{n,v}=\varepsilon n+U\delta_{n2}-\frac{g^2n^2}{2K}
+\omega\left(v+\frac12\right),\qquad \omega=\sqrt{\frac KM},
$$

with $v=0,1,2,\ldots$

*Proof.* The operator $n$ commutes with $n_\uparrow n_\downarrow$, $Q$ and $P$, and hence with $H$. We may therefore replace $n$ by its value and treat each occupation separately. Completing the square gives

$$
\begin{aligned}
\frac{KQ^2}{2}-gnQ
&=\frac K2\left(Q^2-\frac{2gn}{K}Q\right)\\
&=\frac K2\left(Q-\frac{gn}{K}\right)^2-\frac{g^2n^2}{2K}.
\end{aligned}
$$

Define $q=Q-Q_n$ with $Q_n=gn/K$. At given $n$ this is a shift by a constant, so $d/dq=d/dQ$ and the kinetic energy keeps its form. What remains is a constant plus the oscillator $P^2/(2M)+Kq^2/2$, whose levels are $\omega(v+1/2)$. ∎

The point $Q_n$ is also where the force $gn-KQ$ vanishes. The energy gained by moving from $Q=0$ to $Q_n$ is the relaxation energy

$$
R_n=V_n(0)-V_n(Q_n)=\frac{g^2n^2}{2K}.
$$

Two electrons double the force and the displacement, and so gain four times as much energy as one.

## Proof of the theorem

Set $v=0$ in Lemma 2 and form the second difference term by term:

$$
\begin{aligned}
U_{\rm eff}
&=\varepsilon(0+2-2)+U-\frac{g^2}{2K}(0+4-2)\\
&\quad+\frac{\omega}{2}(1+1-2)\\
&=U-\frac{g^2}{K}.
\end{aligned}
$$

The zero-point energies cancel because $K$ and $M$ are common to the three states. The proof did not require the coordinate to be slow or classical. ∎

**Remark 1: origin of the factor.** Since $n_\uparrow^2=n_\uparrow$ and $n_\downarrow^2=n_\downarrow$, we have $n^2=n+2n_\uparrow n_\downarrow$. The relaxation term is therefore

$$
-\frac{g^2n^2}{2K}=-\frac{g^2}{2K}\,n-\frac{g^2}{K}\,n_\uparrow n_\downarrow .
$$

The first part lowers the level for each electron and does not enter $U_{\rm eff}$. The second part is an attraction between the electrons: one displaces the coordinate by $g/K$, and the other gains $g$ times this displacement. The reduction is thus twice the relaxation energy $R_1=g^2/(2K)$ of a single electron.

**Remark 2: conventions.** The result refers to a spring energy $KQ^2/2$. If it is written $\kappa Q^2$ instead, then $K=2\kappa$ and the reduction is $g^2/(2\kappa)$. If the coupling is written $-\lambda n(b+b^\dagger)$, with $Q=(b+b^\dagger)/\sqrt{2M\omega}$, then $\lambda^2=g^2/(2M\omega)$. Using $K=M\omega^2$, the reduction becomes $g^2/(M\omega^2)=2\lambda^2/\omega$.

**Remark 3: reference geometry.** Suppose that $Q$ is measured from the equilibrium of the singly occupied trap, with coupling $-g(n-1)Q$. Completing the square now gives $-g^2(n-1)^2/(2K)$. Its second difference is $-g^2(1+1-0)/(2K)=-g^2/K$, as before. The meaning of $\varepsilon$ changes with the reference geometry, but the reduction does not.

## Order of the charge-transition levels

The transition level $\mu(n/n{+}1)=E_{n+1}-E_n$ is the chemical potential at which two successive occupations have equal energy $E_n-\mu n$. Lemma 2 gives

$$
\begin{aligned}
\mu(0/1)&=\varepsilon-\frac{g^2}{2K},\\
\mu(1/2)&=\left(2\varepsilon+U-\frac{2g^2}{K}\right)-\left(\varepsilon-\frac{g^2}{2K}\right)\\
&=\varepsilon+U-\frac{3g^2}{2K}.
\end{aligned}
$$

Their difference, $\mu(1/2)-\mu(0/1)$, is $U_{\rm eff}$.

**Corollary 1.** If $g^2>UK$, the singly occupied trap is not the ground state at any $\mu$.

*Proof.* Write $\Omega_n=E_n-\mu n$. Then

$$
\Omega_1-\frac{\Omega_0+\Omega_2}{2}=-\frac{U_{\rm eff}}{2}.
$$

For $g^2>UK$ the right side is positive. Hence $\Omega_1$ lies above the mean of $\Omega_0$ and $\Omega_2$, and so above the lower of the two. ∎

The ground occupation then jumps from 0 to 2 where $\Omega_0=\Omega_2$, at

$$
\mu^*=\frac{E_2-E_0}{2}=\varepsilon+\frac U2-\frac{g^2}{K}.
$$

For $g^2<UK$ the levels are in the usual order, and one electron is the ground state for $\mu(0/1)<\mu<\mu(1/2)$. At $g^2=UK$ this interval shrinks to a point. For $g\to0$, or for a very stiff spring at fixed $g$, the reduction vanishes and $U_{\rm eff}\to U$.

## Single occupation at finite temperature

**Corollary 2.** In equilibrium at temperature $T$, the probability of single occupation is

$$
P_1=\frac{x}{x+\cosh\delta},\qquad
x=e^{U_{\rm eff}/(2k_BT)},\qquad
\delta=\frac{\mu-\mu^*}{k_BT}.
$$

*Proof.* The sum over $v$ gives the same vibrational factor for each $n$, because $\omega$ is the same, and this factor cancels. Relative to the empty trap, the weight of double occupation is

$$
w_2=e^{-(E_2-E_0-2\mu)/(k_BT)}=e^{2\delta}.
$$

For one electron there are two spin states. From the definitions, $E_1-E_0=\mu^*-U_{\rm eff}/2$, so

$$
w_1=2e^{-(E_1-E_0-\mu)/(k_BT)}=2x\,e^{\delta}.
$$

Then $P_1=w_1/(1+w_1+w_2)$. Dividing numerator and denominator by $e^\delta$ gives $2x/(2x+2\cosh\delta)$, which is the stated result. ∎

Since $\cosh\delta\ge1$, single occupation is most probable at $\mu=\mu^*$, where $P_1=x/(1+x)$. At low temperature this tends to 0 for negative $U_{\rm eff}$ and to 1 for positive $U_{\rm eff}$. When $k_BT$ is much larger than $|U_{\rm eff}|$ it tends to $1/2$, because two of the four electronic states are singly occupied. These are equilibrium statements. A trap that has just captured one electron stays singly occupied until its next exchange of charge, and the rate of that exchange is not determined here.

## Vertical and relaxed removal

A vertical process removes an electron before $Q$ can move. Let an electron leave the doubly occupied trap at $Q_2$ and arrive at the band edge with zero energy. Its vertical removal energy is

$$
\begin{aligned}
V_1(Q_2)-V_2(Q_2)
&=(\varepsilon-gQ_2)-(2\varepsilon+U-2gQ_2)\\
&=-\varepsilon-U+gQ_2\\
&=-\varepsilon-U+\frac{2g^2}{K}.
\end{aligned}
$$

The relaxed removal energy is $E_1-E_2=-\mu(1/2)=-\varepsilon-U+3g^2/(2K)$. The vertical value is larger by $g^2/(2K)$, the energy released when the coordinate moves from $Q_2$ to $Q_1$. A vertical removal energy therefore must not be used in place of a relaxed transition level.

## Worked example

The following round values are model parameters and are not assigned to a particular nitride defect: $\varepsilon=-0.02$, $U=0.05$, $g=0.12$, $K=0.2$ and $M=50000$, in atomic units. The displacements are

$$
Q_1=\frac{0.12}{0.2}=0.6,\qquad Q_2=\frac{2\times0.12}{0.2}=1.2\ \text{bohr}.
$$

The relaxation energies are $R_1=0.0144/0.4=0.036$ hartree and $R_2=4R_1=0.144$ hartree. The correlation energy follows:

$$
U_{\rm eff}=0.050-\frac{0.0144}{0.2}=0.050-0.072=-0.022\ \text{hartree},
$$

or about $-0.60$ eV. The coupling exceeds its critical value $\sqrt{UK}=\sqrt{0.05\times0.2}=0.10$ hartree/bohr, so the sign has changed. A displacement of 1.2 bohr with a relaxation energy near 3.9 eV is large for a harmonic spring, and the size of $U_{\rm eff}$ is sensitive to this assumption: adding $0.01\,Q^4$ to the spring energy, 14 per cent of it at $Q_2$, raises $U_{\rm eff}$ to about $-0.010$ hartree while $R_2/R_1$ falls only to about 3.7.

The vibrational quantum is $\omega=\sqrt{0.2/50000}=0.002$ hartree. Adding $\omega/2=0.001$ hartree to each relaxed energy gives lowest levels of 0.001, $-0.055$ and $-0.133$ hartree for $n=0,1,2$. Their second difference is $0.001-0.133+0.110=-0.022$ hartree, which shows the cancellation of the zero-point energy in numbers.

The transition levels are

$$
\begin{aligned}
\mu(0/1)&=-0.020-0.036=-0.056\ \text{hartree},\\
\mu(1/2)&=-0.020+0.050-0.108=-0.078\ \text{hartree},
\end{aligned}
$$

or $-1.52$ eV and $-2.12$ eV from the band edge. The second electron enters at the lower level. In the relaxed sense, removing the first electron from the pair costs 0.078 hartree, while removing the remaining one costs 0.056 hartree. The vertical cost of the first removal is $0.020-0.050+0.144=0.114$ hartree, which exceeds the relaxed cost by $R_1=0.036$ hartree.

At 300 K, $k_BT=0.00095$ hartree. At the midpoint $\mu^*=-0.134/2=-0.067$ hartree,

$$
x=\exp\left(\frac{-0.022}{2\times0.00095}\right)\approx9.4\times10^{-6},
$$

and $P_1$ has the same value to this accuracy. By Corollary 2, no other chemical potential gives a larger equilibrium fraction of singly occupied traps at this temperature.

Now freeze the coordinate at $Q=0$. The two levels become $\varepsilon=-0.02$ and $\varepsilon+U=0.03$ hartree. The second lies above the band edge, so at this geometry the trap does not bind a second electron. The frozen midpoint, $\varepsilon+U/2=0.005$ hartree, is also above the edge, and a comparison there is formal. At that point the electronic weights give $1-P_1\approx3.7\times10^{-12}$. The relaxed trap holds a pair for all $\mu>\mu^*=-0.067$ hartree. The calculation at $Q=0$ instead predicts an empty trap for $\mu^*<\mu<-0.02$ and single occupation from $-0.02$ up to the band edge, so it has the wrong order of filling, and it misses the binding of the second electron. The second failure depends on the geometry chosen: at $Q=Q_1$ both frozen levels are lowered by $gQ_1=0.072$ hartree, to $-0.092$ and $-0.042$ hartree. Both then lie below the band edge, but they are still $U$ apart and in the usual order.

## When the reduction is different

A failure of assumption 1 can change the sign of the result. Let the pair exert a force $F_2$ instead of $2g$, and let $U$ denote the repulsion at $Q=0$. Completing the square for each occupation gives relaxation energies $R_1=g^2/(2K)$ and $R_2=F_2^2/(2K)$, so

$$
U_{\rm eff}=U-R_2+2R_1=U-\frac{F_2^2-2g^2}{2K}.
$$

For $F_2=2g$ this returns the theorem. For $F_2=\sqrt2\,g$ relaxation leaves the correlation energy unchanged, and for a smaller positive $F_2$ relaxation increases it. In the example, a pair force ten per cent below $2g$ is $F_2=0.216$ hartree/bohr, and

$$
U_{\rm eff}=0.050-\frac{0.046656-0.0288}{0.4}\approx0.0054\ \text{hartree}.
$$

The sign is positive again. A modest departure from linearity in $n$ has removed the preference for pairs.

This suggests a use of the theorem in total-energy work. Starting from the geometry of the empty trap, compute $R_1$ and $R_2$ separately. The relation $U_{\rm eff}=U-R_2+2R_1$, with $U$ taken at that geometry, follows from the definition of the relaxation energies and does not need harmonic or linear behaviour; it omits differences in zero-point energy. The shorter form $U-g^2/K$ needs $R_2=4R_1$. Provided both electrons remain in the trap orbital at the starting geometry, a computed ratio clearly different from 4 shows that the linear model with a common harmonic spring does not describe the trap. The condition matters. In the example the second electron is unbound at $Q=0$, so a ground-state calculation there places it at the band edge with total energy $-0.020$ hartree. It then gives an apparent $U$ of $0.020$, $R_2=-0.020+0.134=0.114$ hartree and a ratio of about 3.2, although the linear model is exact; the combination $U-R_2+2R_1$ still gives $-0.022$ hartree. A ratio near 4 does not prove the model, since changes in force and in stiffness can compensate.

If $K$ depends on $n$, the relaxation energies contain different spring constants and the zero-point energies need not cancel. Any hopping to the surroundings breaks the conservation of $n$; if it is too strong to neglect, the separation into occupations used in Lemma 2 is lost. In either case the theorem does not apply as it stands, and the energies must be found from the enlarged model.
